# Coercive voltage and series resistance from two switching-current plateaus

## Problem

A ferroelectric capacitor is fully poled in one direction and then left at zero voltage. A voltage step of the opposite polarity reverses it through a series resistance. After a short initial spike the current settles on a plateau, which ends when reversal is complete. The plateau current is 20 mA for a 3 V step and 40 mA for a 4 V step. These voltages are open-circuit source voltages.

(a) Assume that the film voltage stays at the same value $V_c$ during reversal in both pulses. Find $V_c$ and the total series resistance $R$.

(b) The film is 200 nm thick, with an electrode of 50 µm by 50 µm, remanent polarization $P_r=25$ µC/cm² and relative permittivity 400. How long do the plateaus last?

(c) Do the two readings establish that $V_c$ is constant? If not, what would?

## First estimate by scaling

If the resistor took the whole source voltage, the current would scale as $V/R$. The two readings would then give

$$
\frac{3\ \text{V}}{20\ \text{mA}}=150\ \Omega,\qquad
\frac{4\ \text{V}}{40\ \text{mA}}=100\ \Omega .
$$

The resistance is thus of order 100 Ω. Both values are overestimates, because the film takes part of the voltage. Their disagreement also carries information: the voltage rises by one third while the current doubles. The film must therefore hold back a voltage comparable with the applied one, that is, of order volts.

## Solution with a constant film voltage

Let $v$ be the film voltage, $C$ the linear capacitance and $q$ the charge delivered by polarization reversal. With leakage set aside for the moment, Kirchhoff's laws give

$$
V=RI+v,\qquad I=C\frac{dv}{dt}+\frac{dq}{dt}.
$$

During the plateau $v=V_c$, so $dv/dt=0$ and the linear capacitance draws no current. The first equation becomes

$$
I=\frac{V-V_c}{R},\qquad V>V_c. \tag{1}
$$

The circuit sets the current, and the film switches at the rate that this current allows. For the two pulses,

$$
V_1=RI_1+V_c,\qquad V_2=RI_2+V_c .
$$

Subtracting the first from the second removes $V_c$:

$$
R=\frac{V_2-V_1}{I_2-I_1}
=\frac{1\ \text{V}}{20\ \text{mA}}=50\ \Omega,
$$

$$
V_c=V_1-RI_1=3\ \text{V}-(50\ \Omega)(0.020\ \text{A})=2\ \text{V}.
$$

The second reading agrees: $(4-2)\ \text{V}/50\ \Omega=40$ mA.

This $R$ includes the source, leads, electrodes and current sensor. If $V$ were measured at the source terminals instead, the source resistance would drop out of the slope. The value of $V_c$ belongs to the polarity used; a built-in bias would be contained in it.

### Plateau duration

Reversal from one remanent state to the other delivers

$$
Q=2P_rA=2(25\ \mu\text{C/cm}^2)(2.5\times10^{-5}\ \text{cm}^2)=1250\ \text{pC}.
$$

At constant current the plateau lasts $Q/I$:

$$
\frac{1250\ \text{pC}}{20\ \text{mA}}=62.5\ \text{ns},\qquad
\frac{1250\ \text{pC}}{40\ \text{mA}}=31.25\ \text{ns}.
$$

Before the plateau, the film must charge from zero to $V_c$. Its capacitance is $C=\epsilon_0\epsilon_rA/d=44.3$ pF, where $d$ is the thickness, so $RC=2.21$ ns. With no switching yet,

$$
RC\frac{dv}{dt}=V-v
\quad\Rightarrow\quad
t_c=RC\int_0^{V_c}\frac{dv}{V-v}
=RC\ln\frac{V}{V-V_c}.
$$

This gives 2.43 ns at 3 V and 1.53 ns at 4 V. In this circuit without inductance, the current starts at $V/R$, which is 60 mA and 80 mA respectively. These spikes must not be read as plateaus.

After reversal the film charges from $V_c$ to $V$, and the current decays with time constant $RC$. The whole pulse therefore delivers $Q+CV_c+C(V-V_c)=Q+CV$.

Leakage through a conductance $G$ adds $GV_c$ to the film current. Equation (1) still fixes the total current, so the inferred $R$ and $V_c$ do not change. Less current is left for switching, however, and the duration becomes $Q/(I-GV_c)$. A deliberately severe 1 kΩ leakage path would take 2 mA at 2 V and lengthen the 3 V plateau to $1250/18=69.4$ ns.

## Comparison of the estimate with the solution

Dividing $V=RI+V_c$ by $I$ shows what the scaling estimate measured:

$$
\frac{V}{I}=R+\frac{V_c}{I}.
$$

The excess $V_c/I$ is 100 Ω at 20 mA and 50 Ω at 40 mA. Removing it turns 150 Ω and 100 Ω into the same 50 Ω. The estimate had the right order of magnitude, but it was too large by factors of three and two. In this model it approaches $R$ when $RI\gg V_c$, which neither pulse satisfies.

The slope removes this offset but is sensitive to reading errors. Suppose $I_1$ is read too high by $\delta_1$ and $I_2$ too low by $\delta_2$. The current difference shrinks by $\delta_1+\delta_2$, so to first order

$$
\delta R=R\frac{\delta_1+\delta_2}{I_2-I_1},\qquad
\delta V_c=-(R\delta_1+I_1\delta R).
$$

For 2% errors, $\delta_1=0.4$ mA and $\delta_2=0.8$ mA. Then $\delta R=50(1.2/20)=3$ Ω and $\delta V_c=-(0.02+0.06)=-0.08$ V. Recomputing both extreme cases without linearization gives 47.2 to 53.2 Ω and 1.915 to 2.075 V.

## Is the coercive voltage constant?

Two readings fix two unknowns whether or not $V_c$ is constant. If the film voltages in the two pulses are $v_1$ and $v_2$, subtraction gives

$$
\frac{V_2-V_1}{I_2-I_1}=R+\frac{v_2-v_1}{I_2-I_1}. \tag{2}
$$

The slope is the series resistance plus any contribution from a film voltage that rises with current.

Thermally activated domain growth provides a specific case. Take

$$
\frac{dq}{dt}=I_0e^{-V_a/v},
$$

with constant $I_0$ and activation voltage $V_a$. On a steady plateau this switching current equals $I$. Taking the logarithm of the ratio of two plateau currents gives

$$
\ln\frac{I_2}{I_1}=V_a\left(\frac1{v_1}-\frac1{v_2}\right)
=V_a\frac{v_2-v_1}{v_1v_2},
$$

and hence

$$
v_2-v_1=\frac{v_1v_2}{V_a}\ln\frac{I_2}{I_1}. \tag{3}
$$

At fixed film voltage for a given reference current, a larger $V_a$ brings the film closer to a constant threshold. Numerical integration of the circuit equations shows this. With $R=50$ Ω and a switching current of 20 mA at $v=2$ V, the slope gives 50.70 Ω for $V_a=200$ V and 50.07 Ω for $V_a=2000$ V. The error falls about tenfold, as equation (3) predicts.

A rough activation field of 1 MV/cm gives $V_a=20$ V for this film. With the other settings unchanged, the apparent values become 57.7 Ω and 1.85 V, although the resistor is still 50 Ω.

Now reverse the question and keep the measured currents. Put $v_1=V_1-RI_1$ and $v_2=V_2-RI_2$ into equation (3), with $V_a=20$ V. The numerical solution is $R=41.1$ Ω, with $v_1=2.18$ V and $v_2=2.36$ V. Both plateaus are reproduced:

$$
\frac{3-2.18}{41.1}\ \text{A}\approx20\ \text{mA},\qquad
\frac{4-2.36}{41.1}\ \text{A}\approx40\ \text{mA}.
$$

The answer to (c) is therefore no. The pair 50 Ω and 2 V follows from the assumption of constant film voltage, and the readings do not test that assumption.

### Which further measurement helps?

A third plateau at 5 V would be 60.0 mA for constant $V_c$ and 61.3 mA for the activated alternative, a difference of 2.2%. Adding a known 50 Ω resistor at 3 V gives 10.0 mA and 10.6 mA, a difference of 5.8%. Both percentages are relative to the constant-$V_c$ current.

Reading errors decide whether these differences are useful. Let every current have a possible relative error $\varepsilon$. For constant $V_c$, the predicted current at 5 V is $2I_2-I_1$. Its worst error is $(80+20)\varepsilon=100\varepsilon$ mA, or $1.67\varepsilon$ relative to 60 mA. The new reading adds another $\varepsilon$. A difference of 2.2% then requires $2.67\varepsilon<2.2\%$, or $\varepsilon$ below about 0.8%.

With the added resistor $R_x=50$ Ω, the prediction is

$$
I_x=\frac{V_1-V_c}{R+R_x}=\frac{RI_1}{R+R_x}
=\frac{I_1}{1+R_x(I_2-I_1)/(V_2-V_1)}.
$$

The last step divides numerator and denominator by $R$. The denominator equals 2. If $I_1$ is high and $I_2$ low, the numerator contributes a relative error $\varepsilon$. The current difference falls by $60\varepsilon$ mA, which lowers the denominator by $3\varepsilon$ and contributes $1.5\varepsilon$. With the new reading the total is $3.5\varepsilon$, so $\varepsilon$ must be below about 1.6%. The added resistor is the better test of these two, but 2% readings are not good enough for either in the worst case. This ranking follows from the choice of 5 V and 50 Ω and not from the methods themselves. Both methods probe the film voltage at a new current, and here low currents separate the two descriptions best. A third plateau at 2.2 V (4.0 mA against 6.4 mA) or an added 200 Ω at 3 V (4.0 mA against 4.65 mA) tolerates errors of about 3%. An added 50 Ω at 4 V returns to the measured 20 mA in both descriptions and tests nothing. 
Both tests have a blind spot. If the film voltage rises linearly with current, $v=v_0+rI$, then $V=(R+r)I+v_0$. This has the same form as equation (1), so a third plateau or an added resistor gives exactly the currents expected for constant $V_c$. Agreement in these tests would therefore not establish that $V_c$ is constant. An independent measurement of the total series resistance $R$ closes this gap: by equation (2), the film voltages in the two pulses are equal only if the slope equals $R$. This compares the film voltage at these two currents only, and within the reading errors. For the activated alternative it would compare 50 Ω with 41 Ω directly.

The plateau shape gives further evidence. Suppose the total length of the moving domain walls grows and then shrinks, so that the switching rate is multiplied by $g(s)=4(s+0.01)(1.01-s)$, where $s=q/Q$. When $g$ is small, the film needs a higher voltage to switch, which leaves less voltage for the resistor. At 3 V and $R=50$ Ω, with 20 mA at $v=2$ V for $g=1$, the current at 10% reversal is 17.6% below its value at 50% when $V_a=20$ V. For $V_a=2000$ V the deficit is 0.2%. A flat plateau thus supports a steep threshold, but does not prove it: with $g=1$, the plateau is flat even for $V_a=20$ V.

## Relation to a real film

The parameters are rough typical values for a lead zirconate titanate film, and the inferred coercive field, $2\ \text{V}/200\ \text{nm}=0.1$ MV/cm, is of a reasonable size for such a film. Of the assumptions examined here, the constant threshold matters most. With the rough activation field used above, dropping it moves the inferred resistance from 50 to 41 Ω, more than the 3 Ω from 2% reading errors. This shift depends strongly on the activation field. The fitted resistance is 23 Ω for 0.5 MV/cm, 46 Ω for 2 MV/cm and 47.5 Ω for 3 MV/cm, where the shift no longer exceeds the reading error.

The other effects estimated here have little influence on the plateau currents:

- A rough leakage density of $10^{-5}$ A/cm² gives 0.25 nA, negligible beside 20 mA.
- A rough lead inductance of 50 nH gives $L/R=1$ ns. This is short compared with the plateaus, whose currents it leaves unchanged, but comparable with $RC$. The current then starts from zero, and the initial spike at 3 V peaks near 40 mA instead of 60 mA.
- Without a built-in bias, reversal dissipates $QV_c=2.5$ nJ, or 5 J/cm³. With a rough heat capacity of 2.7 J/(cm³ K) and no heat loss, the film warms by 1.85 K. If $V_c$ falls by roughly 0.2% per kelvin, the shift is 7 mV, which changes the current by about 0.15 mA.
- After switching at 4 V, the film field is 0.2 MV/cm, below a rough breakdown field of 1 MV/cm.

In the activated model, resistance-limited switching also fails at low current. Differentiating $\ln I=\ln I_0-V_a/v$ gives $dv/dI=v^2/(V_aI)$. For $V_a=20$ V and $v=2$ V this is 10 Ω at 20 mA, but it grows as the current falls and becomes comparable with 50 Ω at a few milliamperes. At such currents, the film's own kinetics matter about as much as the resistor. The numerical output below lists most of the values used.

## Table of computed values

```
Readings: 20 mA at 3 V, 40 mA at 4 V
Inferred series resistance: 50 ohm
Inferred coercive voltage: 2 V
Film thickness (rough): 200 nm
Electrode side (chosen): 50 um
Remanent polarization (rough): 25 uC/cm2
Relative permittivity (rough): 400 (no unit)
Coercive field: 0.1 MV/cm
Linear capacitance: 44.27 pF
Switched charge: 1250 pC
RC time: 2.214 ns
Initial current spike at 3 V: 60 mA
Charging time before plateau at 3 V: 2.432 ns
Plateau duration at 3 V: 62.5 ns
Integrated time to full reversal at 3 V: 64.93 ns
Initial current spike at 4 V: 80 mA
Charging time before plateau at 4 V: 1.534 ns
Plateau duration at 4 V: 31.25 ns
Integrated time to full reversal at 4 V: 32.81 ns
Integrated pulses, Va = 200 V: R = 50.701 ohm, Vc = 1.9860 V
Integrated pulses, Va = 2000 V: R = 50.069 ohm, Vc = 1.9986 V
Plateau duration at 3 V with 1 kohm leakage path: 69.44 ns
Assumed error of each current reading: 2 %
Worst-case R range: 47.17 to 53.19 ohm
Worst-case Vc range: 1.915 to 2.075 V
First-order errors: R 3.00 ohm, Vc 0.080 V
Activation field (rough): 1 MV/cm
Activation voltage: 20 V
True R = 50 ohm with activation: apparent R = 57.68 ohm, apparent Vc = 1.846 V
Alternative R fitting the same readings: 41.11 ohm
Alternative film voltages: 2.178 V and 2.356 V
Alternative integrated plateaus: 20.000 and 40.000 mA
At 5 V: constant Vc 60.00 mA, alternative 61.29 mA, difference 2.15 %
At 3 V with 50 ohm added: constant Vc 10.00 mA, alternative 10.58 mA, difference 5.75 %
Current rise from 10 % to 50 % reversal, changing wall length, relative to 50 % value: Va = 2000 V 0.19 %, Va = 20 V 17.61 %
Leakage density (rough): 1e-05 A/cm2
Leakage current: 0.25 nA
Lead inductance (rough): 50 nH
Inductive time L/R: 1 ns
Heat capacity (rough): 2.7 J/(cm3 K)
Heat per volume in one reversal: 5 J/cm3
Adiabatic heating per reversal: 1.85 K
Loss of Vc on heating (rough): 0.2 %/K
Fall of Vc from this heating: 7.4 mV
Film field after switching at 4 V: 0.2 MV/cm
Breakdown field (rough): 1 MV/cm
```
